# The Allnatt Einstein formula for phenomenological diffusion coefficients, part 2

Atoms of several species move through a crystal by jumping into vacancies, and their fluxes are coupled. The aim is to obtain the matrix of transport coefficients from equilibrium fluctuations, then relate it to memory and to composition gradients.

A periodic cell of volume $V$ has $N$ sites, $N_i$ atoms of species $i$, and $N_V$ vacancies. Configurations $a$ follow a Markov process; $a_t$ is the configuration at time $t$. A hop $h:a\to b$ moves one atom, with rate $w_h$ and displacement $\mathbf d_i(h)$ for species $i$; its reverse is $\bar h$. The equilibrium probabilities obey $p_aw_h=p_bw_{\bar h}$. The total unwrapped displacement of species $i$ is $\Delta\mathbf R_i(t)$. The number flux $\mathbf J_i$ is measured relative to the lattice, and $L_{ij}$ is the flux of $i$ per unit force $\mathbf F_j$ on each atom of $j$. Averages are force-free, from an equilibrium start, unless marked $F$; $\beta=1/(k_BT)$.

Part I showed that force-free paths and their reverses are equally probable, that a bias factor common to a hop and its reverse does not affect the linear response, and that

$$\langle\Delta R_i^\alpha(t)\rangle_F
=\frac{\beta}{2}\sum_{j,\gamma}
\langle\Delta R_i^\alpha(t)\Delta R_j^\gamma(t)\rangle_0\,F_j^\gamma+O(F^2). \tag{12}$$

For cubic symmetry,

$$L_{ij}=\lim_{t\to\infty}\frac{\langle\Delta\mathbf R_i\cdot\Delta\mathbf R_j\rangle}{6Vk_BTt} \tag{24}$$

with $2$ in place of $6$ for one Cartesian component. Greek indices label components. In error terms, $\lambda>0$ is a constant that may depend on the cell.

The force-free generator is $(Qf)(a)=\sum_{h:a\to b}w_h[f(b)-f(a)]$. For one Cartesian component define

$$u_i(a)=\sum_{h:a\to b}w_hd_i(h),\quad
K_{ij}=\sum_ap_a\sum_{h:a\to b}w_hd_i(h)d_j(h),\quad
(f,g)=\sum_ap_af(a)g(a). \tag{25}$$

**Lemma 4.** For this component,

$$Vk_BTL_{ij}=\tfrac12K_{ij}-\big(u_i,(-Q)^{-1}u_j\big), \tag{26}$$

where the inverse acts on functions of zero equilibrium mean. The proof follows.

**Proof.** Write $X=\Delta R_i$ and $Y=\Delta R_j$. A hop changes $XY$ by $Xd_j+Yd_i+d_id_j$. Multiplying by the rates and averaging,

$$\frac{d}{dt}\langle XY\rangle=K_{ij}
+\langle X(t)u_j(a_t)\rangle+\langle Y(t)u_i(a_t)\rangle. \tag{27}$$

Reversing the path changes the sign of $X$ and turns the final configuration into the initial one. Therefore

$$\langle X(t)u_j(a_t)\rangle=-\langle X(t)u_j(a_0)\rangle
=-\int_0^t(u_j,e^{Qs}u_i)\,ds, \tag{28}$$

because, given $a_0$, the expected displacement per unit time at time $s$ is $(e^{Qs}u_i)(a_0)$.

The generator is symmetric in the product (25). To see this, average the sum for $(f,Qg)$ with the same sum written for the reverse hops:

$$(f,Qg)=-\tfrac12\sum_ap_a\sum_{h:a\to b}w_h[f(b)-f(a)][g(b)-g(a)]. \tag{29}$$

The two integrals from (27) are thus equal. With $C_{ij}(s)=(u_i,e^{Qs}u_j)$,

$$\frac{d}{dt}\langle XY\rangle=K_{ij}-2\int_0^tC_{ij}(s)\,ds. \tag{30}$$

Each hop and its reverse contribute opposite terms to $\sum_ap_au_i(a)$, so the drift has zero mean. On such functions $Q$ has negative eigenvalues, and $\int_0^\infty e^{Qs}ds=(-Q)^{-1}$. The long-time growth rate of the covariance is $2Vk_BTL_{ij}$, which gives (26). $\square$

The first term in (26) counts hops as if successive hops were uncorrelated. Since one atom moves at a time, $K_{ij}=0$ for $i\ne j$: in this class of models the off-diagonal coefficient comes entirely from memory. For $i=j$ the memory term is non-negative, so it can lower $L_{ii}$ but never raise it. It vanishes if $u_i$ is zero in every configuration. Return jumps of single atoms do not by themselves fix its size, because $u_i$ contains the possible jumps of all atoms of the species, and these can cancel.

Integrating (30) once more gives the finite-time error:

$$\langle XY\rangle=2Vk_BTL_{ij}\,t
+2\int_0^\infty sC_{ij}(s)\,ds+O(e^{-\lambda t}). \tag{31}$$

The ratio $\langle XY\rangle/(2t)$ therefore approaches its limit with an error proportional to $1/t$, whereas the slope of the covariance approaches it exponentially. For $i=j$, $C_{ii}(s)\ge0$ makes the slope in (30) fall with time, so the ratio approaches its limit from above.

**An enumerated lattice.** These statements were tested on a periodic $3\times3$ square lattice with 4 A atoms, 3 B atoms and 2 vacancies, which has 1260 configurations. Neighbouring A and B atoms have pair energy $-0.6\,k_BT$, and the hop frequencies of A and B before the energy factor are $1.0$ and $0.4$. Values of $Vk_BTL_{ij}$ are in units of squared spacing times the A frequency, and times are in inverse A frequencies.

The driven steady state gives $0.70105$ for AA, $0.08429$ for AB and BA, and $0.23368$ for BB. The covariance slope and (26) agree with these values to the printed digits. The biased rates contained an arbitrary factor common to each hop and its reverse, as Part I allows. The finite-time response also passed its test.

The uncorrelated AA value is $0.95570$, so memory removes about 27% of it. At $t=5$ the covariance divided by $2t$ is $0.71579$, and at $t=40$ it is $0.70290$. The implied constants in (31) are

$$10(0.71579-0.70105)=0.147,\qquad
80(0.70290-0.70105)=0.148, \tag{32}$$

equal within rounding, as an offset independent of time requires.

### Proposition 1: from a force to a gradient

Let $c_i$ be the number density of species $i$ and $\tilde\mu_i=\mu_i-\mu_V$ the free-energy change when an atom of $i$ replaces a vacancy. Assume that the alloy is a single stable phase, that compositions vary slowly compared with the correlation length, and that the local state relaxes quickly compared with the composition. Assume also that the flux is then a local linear function of forces and gradients.

**Proposition 1.** Under these assumptions,

$$\mathbf J_i=\sum_jL_{ij}\big(\mathbf F_j-\nabla\tilde\mu_j\big). \tag{33}$$

**Proof.** Write $\mathbf J_i=\sum_j(L_{ij}\mathbf F_j-M_{ij}\nabla\tilde\mu_j)$ with unknown $M_{ij}$. Let the forces derive from slowly varying potentials, $\mathbf F_j=-\nabla\phi_j$. In equilibrium $\tilde\mu_j+\phi_j$ is uniform, so $\mathbf F_j=\nabla\tilde\mu_j$, while detailed balance makes every flux vanish. Hence $\sum_j(L_{ij}-M_{ij})\nabla\tilde\mu_j=0$. In a stable phase the potentials $\phi_j$, and with them the gradients, can be chosen independently, so $M_{ij}=L_{ij}$. $\square$

The proposition rests on local equilibrium, which is an assumption here. The assumptions are not met at a sharp phase boundary or within a few correlation lengths of one, so (33) should not be relied on there.

**Decay of a composition wave.** With one atomic species and no force, conservation $\partial_tc=-\nabla\cdot\mathbf J$ and (33) give, for a small deviation,

$$\partial_t\delta c=L\,\frac{\partial\tilde\mu}{\partial c}\,\nabla^2\delta c,
\qquad
\text{decay rate}=k^2L\,\frac{\partial\tilde\mu}{\partial c}. \tag{34}$$

The derivative follows from equilibrium fluctuations. Let $\rho_k=\int\delta c\,e^{i\mathbf k\cdot\mathbf r}d^3r$. The quadratic free energy $\frac12(\partial\tilde\mu/\partial c)\int\delta c^2d^3r$ contributes $(\partial\tilde\mu/\partial c)|\rho_k|^2/V$ for the pair $\pm\mathbf k$. The real and imaginary parts of $\rho_k$ each carry a mean energy $k_BT/2$, so

$$S=\frac{\langle|\rho_k|^2\rangle}{V}
=\frac{k_BT}{\partial\tilde\mu/\partial c},\qquad
\text{decay rate}=\frac{k^2k_BTL}{S}. \tag{35}$$

This was tested on a half-filled ring of 12 sites with neighbour energy $-1.0\,k_BT$, where $k^2$ is replaced by its lattice form $2(1-\cos k)$. Both $L$ and $S=\langle|\rho_k|^2\rangle/N$ are those of the ring itself, with $S$ taken at the wave number of the longest wave. The test therefore concerns the last form in (35). It does not test the identification of $S$ with $k_BT/(\partial\tilde\mu/\partial c)$, which holds only for long waves in a large system. The slowest decay rate is $0.1149$ hop frequencies, and $k^2k_BTL/S$ gives $0.1168$, which is 1.6% higher. On 8 sites the excess is 2.5%. The deviation is smaller on the longer ring. The wavelength and the number of sites change together here, so the test does not separate their effects, and two lengths do not establish the limit. Using $S$ for non-interacting atoms on the 12-site ring gives $0.194$, about 69% too high. The interactions must therefore be kept in $S$; using the interacting $L$ alone is not enough. This check covers one species; for several species (33) rests on the argument above.

### Same-atom and distinct-atom terms

Let $\mathbf r_n$ be the displacement of atom $n$. Squaring the sum gives

$$\langle|\Delta\mathbf R_i|^2\rangle
=\sum_{n\in i}\langle r_n^2\rangle
+\sum_{\substack{n,m\in i\\n\ne m}}\langle\mathbf r_n\cdot\mathbf r_m\rangle. \tag{36}$$

The first sum defines the tracer diffusion coefficient $D_i^*$ through $\langle r_n^2\rangle=6D_i^*t$ at long times. Its contribution to $L_{ii}$ is $N_iD_i^*/(Vk_BT)$. The second sum describes how atoms of the same species move together, and it is absent from a mean-square displacement averaged over single atoms. Displacements must therefore be added over each species before products are formed.

### Proposition 2: a sum rule for the random alloy

In a random alloy all arrangements have equal energy, and the exchange frequency $w_i$ depends only on the species of the jumping atom.

**Proposition 2.** If hops connect nearest neighbours and each site has inversion symmetry, then at every time

$$\sum_i\frac{\langle\Delta\mathbf R_i\cdot\Delta\mathbf R_j\rangle}{w_i}
=\frac{t}{w_j}\sum_\alpha K_{jj}^{\alpha\alpha}. \tag{37}$$

**Proof.** Dividing each species drift by its frequency leaves a geometrical sum:

$$\sum_i\frac{\mathbf u_i(a)}{w_i}
=\sum_{\text{vacancy }v}\;\sum_{\text{atom }s\text{ next to }v}
(\mathbf r_v-\mathbf r_s). \tag{38}$$

Extend the inner sum to all neighbours of $v$, including vacancies. By inversion symmetry the extended sum is zero. The added vacancy pairs also cancel, since each pair is counted once in either direction. Hence (38) vanishes in every configuration. Divide (30) by $w_i$, sum over $i$ and over components: the memory term disappears, and of the $K_{ij}$ only $K_{jj}$ survives. Integration over time gives (37). $\square$

Dividing (37) by $6Vk_BTt$ gives $\sum_iL_{ij}/w_i=L_{jj}^{(0)}/w_j$, where $L_{jj}^{(0)}$ is the uncorrelated coefficient. For two species,

$$L_{AB}=\frac{w_B}{w_A}\big(L_{AA}^{(0)}-L_{AA}\big)\ge0. \tag{39}$$

The loss that correlation causes in $L_{AA}$ reappears, scaled by the frequency ratio, as a drag of B along with A. The sign holds for this model; interactions can change it.

### Worked example: an fcc model alloy

The periodic cell has 125 fcc sites, 62 A atoms, 62 B atoms and one vacancy. Its edges are five times the primitive fcc vectors, so its periodic images form a larger fcc lattice and the cubic symmetry needed for (24) is kept. The lattice parameter is $a=0.40$ nm, $T=1000$ K, and the exchange frequencies are $w_A=5\times10^9$ and $w_B=1\times10^9\ \mathrm{s^{-1}}$. These are round model parameters. The vacancy fraction, $1/125$, is set by the cell and is not a thermal concentration. An fcc cell has four sites per $a^3$, so $V=125a^3/4=2.000\ \mathrm{nm^3}$.

Ten thousand independent equilibrium runs of 20 ns gave, with standard errors,

$$\langle|\Delta\mathbf R_A|^2\rangle=38.8\pm0.3,\quad
\langle\Delta\mathbf R_A\cdot\Delta\mathbf R_B\rangle=1.92\pm0.11,\quad
\langle|\Delta\mathbf R_B|^2\rangle=9.26\pm0.08 \tag{40}$$

in $\mathrm{nm^2}$. With $k_BT=1.381\times10^{-20}$ J,

$$L_{AA}=\frac{38.8\times10^{-18}}
{6(2.000\times10^{-27})(1.381\times10^{-20})(2\times10^{-8})}
=1.17\times10^{37}\ \mathrm{J^{-1}\,m^{-1}\,s^{-1}}. \tag{41}$$

In units of $10^{36}\ \mathrm{J^{-1}\,m^{-1}\,s^{-1}}$ the three coefficients are

$$L_{AA}=11.7\pm0.1,\qquad L_{AB}=0.58\pm0.03,\qquad
L_{BB}=2.80\pm0.02. \tag{42}$$

Division by the square of Avogadro's number gives $3.23\times10^{-11}$, $1.6\times10^{-12}$ and $7.7\times10^{-12}\ \mathrm{mol^2\,J^{-1}\,m^{-1}\,s^{-1}}$.

**Sum rule.** The vacancy has 12 neighbours, each an A atom with probability $62/124$, and the squared jump length is $a^2/2$. The right-hand side of (37) for $j=A$ is therefore

$$12\cdot\tfrac{62}{124}\cdot\tfrac{a^2}{2}\,t=3a^2t
=9.60\times10^{-9}\ \mathrm{nm^2\,s}. \tag{43}$$

The simulation gives $38.8/(5\times10^9)+1.92/(1\times10^9)=9.68\times10^{-9}\ \mathrm{nm^2\,s}$ from the rounded values. The unrounded ratio to the exact value is $1.008\pm0.014$; for $j=B$ it is $1.005\pm0.009$.

**Correlation and run length.** In the same units as (42), the uncorrelated $L_{AA}^{(0)}$ is $14.5$, so correlation reduces $L_{AA}$ to 81% of it. The same-atom part of $L_{AA}$ over these runs is $9.25$, about 79% of the total; the remaining 21% comes from different A atoms moving together. An A atom makes only about ten jumps in 20 ns, so this split is a finite-time value and should not be read as the long-time tracer term $N_AD_A^*/(Vk_BT)$. Runs of a quarter of the length give $L_{AA}=11.7\pm0.1$, so no offset is visible at this precision. Dependence on cell size was not examined, and (42) belongs to this cell.

**A force on A alone.** A separate simulation applied a force along $x$ to the A atoms, with $\beta Fa=0.20$. The finite-time response predicts

$$\frac{\langle\Delta R_A^x\rangle_F}{a}
=\frac{\beta Fa}{2}\,\frac{\langle|\Delta\mathbf R_A|^2\rangle}{3a^2}
=0.10\times\frac{38.8}{3(0.16)}=8.08. \tag{44}$$

The driven value is $8.23\pm0.09$, and the prediction has standard error $0.07$. For B, on which no force acts, the same formula with the cross-covariance predicts $0.40\pm0.02$; the driven value is $0.42\pm0.04$. The B atoms are thus carried along by the amount that the equilibrium cross-correlation requires, within the errors.

**Fluxes.** Let $\tilde\mu_A$ fall by $1.0\ \mathrm{kJ\,mol^{-1}}$ per micrometre while $\tilde\mu_B$ is uniform. The molar force is $10^9\ \mathrm{J\,mol^{-1}\,m^{-1}}$, and (33) gives

$$J_A=3.2\times10^{-2},\qquad J_B=1.6\times10^{-3}\quad
\mathrm{mol\,m^{-2}\,s^{-1}}. \tag{45}$$

In this estimate the flux of B is about 5% of that of A, though B has no driving force of its own. The estimate takes the coefficients of the small cell and relies on the assumptions of Proposition 1, which was not tested numerically for two species. For dilute vacancies the coefficients are proportional to the vacancy fraction. A formation energy near 1 eV gives a thermal fraction of order $10^{-5}$ at 1000 K instead of $1/125$, and correspondingly smaller fluxes. Vacancies flow the other way with the sum of the two. If they are created or destroyed inside the crystal, sites are no longer conserved and the lattice itself moves. The flux relative to the local lattice is still the quantity described by $L_{ij}$ where local equilibrium holds, but the motion of the lattice must be added for a laboratory frame. The chosen gradients also presuppose conserved vacancies: in this ideal alloy a uniform $\tilde\mu_B$ requires $c_B$ and the vacancy concentration both to rise by about 6% per micrometre in the direction in which $\tilde\mu_A$ falls. Where sources and sinks hold $\mu_V=0$, the Gibbs–Duhem relation $c_A\nabla\tilde\mu_A+c_B\nabla\tilde\mu_B=0$ ties the gradients together. For $c_A=c_B$ the same fall of $\tilde\mu_A$ then gives $J_B=(L_{AB}-L_{BB})\times10^9\approx-6\times10^{-3}\ \mathrm{mol\,m^{-2}\,s^{-1}}$, so B flows opposite to A.

The remaining numerical values are listed in the numerical output below.

## Numbers as computed

```
3x3 lattice: 4 A, 3 B, 2 vacancies; configurations = 1260
A-B pair energy = -0.6 kBT; hop frequencies A, B = 1.0, 0.4
Below: V kBT L in spacing^2 x A hop frequency; times in 1/(A frequency)
covariance/(2t), t= 0.5: AA 0.81555 AB 0.04890 BB 0.25258
covariance/(2t), t= 5.0: AA 0.71579 AB 0.07997 BB 0.23676
covariance/(2t), t=40.0: AA 0.70290 AB 0.08375 BB 0.23407
covariance slope/2: AA 0.70105 AB 0.08429 BA 0.08429 BB 0.23368
driven steady state: AA 0.70105 AB 0.08429 BA 0.08429 BB 0.23368
generator formula: AA 0.70105 AB 0.08429 BA 0.08429 BB 0.23368
uncorrelated part: AA 0.95570 AB 0.00000 BA 0.00000 BB 0.27413
driven mean/force at t=0.5: AA 0.40778 AB 0.02445 BB 0.12629
half covariance at t=0.5: AA 0.40778 AB 0.02445 BB 0.12629
driven mean/force at t=5.0: AA 3.57897 AB 0.39987 BB 1.18379
half covariance at t=5.0: AA 3.57897 AB 0.39987 BB 1.18379
Half-filled one-species ring, neighbour energy = -1.0 kBT
ring 8 sites: decay rate 0.26509, from L and S 0.27168, with ideal S 0.43033 (hop frequency)
ring 12 sites: decay rate 0.11493, from L and S 0.11675, with ideal S 0.19434 (hop frequency)
fcc cell: 125 sites, 62 A, 62 B, 1 vacancy; runs = 10000
a = 0.40 nm, T = 1000 K, t = 20 ns, V = 2.000 nm^3
exchange frequencies: A 5.0e+09, B 1.0e+09 s^-1
<DR.DR> AA = 38.797 +- 0.319 nm^2
<DR.DR> AB = 1.915 +- 0.111 nm^2
<DR.DR> BB = 9.262 +- 0.077 nm^2
L_AA = 11.708 +- 0.096 1e36 J^-1 m^-1 s^-1
L_AB = 0.578 +- 0.033 1e36 J^-1 m^-1 s^-1
L_BB = 2.795 +- 0.023 1e36 J^-1 m^-1 s^-1
same-atom part of L_AA = 9.249 +- 0.011 1e36 J^-1 m^-1 s^-1
L_AA from quarter-length run = 11.664 +- 0.096 1e36 J^-1 m^-1 s^-1
uncorrelated L_AA, L_BB = 14.486, 2.897 1e36 J^-1 m^-1 s^-1
L_AA/uncorrelated = 0.808; L_BB/uncorrelated = 0.965
molar L_AA, L_AB, L_BB = 3.228e-11, 1.593e-12, 7.707e-12 mol^2 J^-1 m^-1 s^-1
sum rule A, simulation/exact = 1.0077 +- 0.0141
sum rule B, simulation/exact = 1.0046 +- 0.0087
driven run: beta F a on A = 0.20
mean x displacement A/a: driven 8.228 +- 0.091, predicted 8.083 +- 0.066
mean x displacement B/a: driven 0.415 +- 0.044, predicted 0.399 +- 0.023
chosen gradient of mu_A - mu_V = -1.0 kJ mol^-1 um^-1
resulting fluxes J_A, J_B = 3.228e-02, 1.593e-03 mol m^-2 s^-1
```
